# The persistent spin helix and its loss through cubic Dresselhaus coupling: a numerical check

```python
"""Persistent spin helix in a (001) quantum well and its loss by cubic Dresselhaus coupling.
h(k) = hbar^2 k^2/2m + alpha(ky sx - kx sy) + beta1(kx sx - ky sy)
       - gamma(kx ky^2 sx - kx^2 ky sy),   beta1 = gamma <kz^2>.
Claim 1: alpha = beta1 without the cubic term conserves S = exp(iQ x_plus)|down><up|,
         Q = 4 m alpha/hbar^2, x_plus along [110], up/down = eigenstates of (sx-sy)/sqrt2,
         also in a disordered spin-independent potential.
Claim 2: with the cubic term no traceless spin matrix M and wavevector q give a conserved
         exp(iq.r)M; the helix decays at c*(beta3 kF/hbar)^2 tau, beta3 = gamma kF^2/4,
         c = 6 (original Q), 4 (best q), 3 (alpha retuned to beta1-beta3).
Internal units: eV, nm, ps.
"""
import numpy as np
from scipy import constants as sc
from scipy.fft import fft2, ifft2
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)
HBAR = sc.hbar / sc.e * 1e12                      # eV ps
# rough typical inputs for a GaAs/AlGaAs well
mass_ratio, width, barrier = 0.067, 12.0, 0.25    # -, nm, eV
gamma, rashba_coeff = 0.010, 0.05                 # eV nm^3, e nm^2
density, mobility, temperature = 4e11, 2e4, 10.0  # cm^-2, cm^2/Vs, K
gap, breakdown = 1.5, 0.4                         # eV, MV/cm
H2M = sc.hbar**2 / (mass_ratio * sc.m_e) / sc.e * 1e18   # hbar^2/m, eV nm^2

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
ONE = np.eye(2)
R2 = np.sqrt(2)


def spin_field(kx, ky, alpha, beta1, cubic):
    bx = alpha * ky + beta1 * kx - cubic * kx * ky**2
    by = -alpha * kx - beta1 * ky + cubic * kx**2 * ky
    return bx, by


def hamiltonian(kx, ky, alpha, beta1, cubic):
    bx, by = spin_field(kx, ky, alpha, beta1, cubic)
    kin = H2M * (kx**2 + ky**2) / 2
    return (kin[..., None, None] * ONE + bx[..., None, None] * SX
            + by[..., None, None] * SY)


# ---------- tilted finite well: <kz^2>, subbands, field that makes alpha = beta1
def well(field, step):
    half = int(round((width / 2 + 15) / step))
    z = (np.arange(-half, half) + 0.5) * step
    pot = np.where(abs(z) < width / 2, 0.0, barrier)
    pot = pot + field * np.clip(z, -width / 2, width / 2)
    hop = H2M / 2 / step**2
    en, vec = eigh_tridiagonal(pot + 2 * hop, -hop * np.ones(len(z) - 1),
                               select='i', select_range=(0, 1))
    psi = vec[:, 0]
    return np.sum(np.diff(psi)**2) / step**2, en


def balanced_field(step):
    return brentq(lambda f: rashba_coeff * f - gamma * well(f, step)[0], 1e-3, 3e-2)


field_coarse, field = balanced_field(0.1), balanced_field(0.05)
kz2, subbands = well(field, 0.05)
alpha = rashba_coeff * field
beta1 = alpha
assert abs(gamma * kz2 / alpha - 1) < 1e-6
mesh_shift = abs(field_coarse / field - 1)
assert mesh_shift < 0.01

kF = np.sqrt(2 * np.pi * density * 1e-14)
EF = H2M * kF**2 / 2
vF = H2M * kF / HBAR
tau = mobility * 1e-4 * mass_ratio * sc.m_e / sc.e * 1e12
beta3 = gamma * kF**2 / 4
Q = 4 * alpha / H2M
q_best = 2 * (alpha + beta1 - beta3) / H2M

# ---------- rotated form and angular harmonics against the original Hamiltonian
kx, ky = rng.normal(size=(2, 40)) * kF
kp, km = (kx + ky) / R2, (kx - ky) / R2
bx, by = spin_field(kx, ky, 0.7 * alpha, beta1, gamma)
b_plus, b_minus = (bx + by) / R2, (bx - by) / R2
cub = -gamma * (kp**2 - km**2) / 2
scale = np.max(abs(bx))
assert np.allclose(b_minus, 1.7 * alpha * kp + cub * kp, atol=1e-12 * scale)
assert np.allclose(b_plus, 0.3 * alpha * km - cub * km, atol=1e-12 * scale)
ang = 2 * np.pi * np.arange(48) / 48
cx, cy = kF * np.cos(ang), kF * np.sin(ang)
bx, by = spin_field(cx, cy, 0.0, 0.0, gamma)
assert np.allclose(bx, -beta3 * cx + beta3 * kF * np.cos(3 * ang), atol=1e-15)
assert np.allclose(by, beta3 * cy + beta3 * kF * np.sin(3 * ang), atol=1e-15)

# ---------- commutator with exp(iq.r)M, on and off the Fermi circle
vals, vecs = np.linalg.eigh((SX - SY) / R2)
down, up = vecs[:, 0], vecs[:, 1]
M_helix = np.outer(down, up.conj())


def commutator(M, qp, qm, cubic, px, py):
    qx, qy = (qp + qm) / R2, (qp - qm) / R2
    left = hamiltonian(px + qx / 2, py + qy / 2, alpha, beta1, cubic)
    right = hamiltonian(px - qx / 2, py - qy / 2, alpha, beta1, cubic)
    return left @ M - M @ right


def helix_defect(qp, cubic, px=cx, py=cy):
    c = commutator(M_helix, qp, 0.0, cubic, px, py)
    return np.sqrt(np.sum(abs(c)**2) / len(px))


def least_defect(qp, qm, cubic):
    cols = [commutator(P / R2, qp, qm, cubic, cx, cy).ravel() for P in (SX, SY, SZ)]
    return np.linalg.svd(np.array(cols).T, compute_uv=False)[-1] / np.sqrt(len(cx))


unit = beta3 * kF
zero_defect = helix_defect(Q, 0.0, kx, ky)        # random k, not only the Fermi circle
assert zero_defect < 1e-12
assert helix_defect(1.1 * Q, 0.0) > unit          # a wrong wavevector is not conserved
defect_Q = helix_defect(Q, gamma)
opt = minimize_scalar(lambda q: helix_defect(q, gamma), bounds=(0.7 * Q, 1.2 * Q),
                      method='bounded', options={'xatol': 1e-9})
assert abs(defect_Q / unit / np.sqrt(6) - 1) < 0.01
assert abs(opt.fun / unit / 2 - 1) < 0.01
assert abs(opt.x / q_best - 1) < 0.005
scan = min(least_defect(a * Q, b * Q, gamma)
           for a in np.linspace(-1.5, 1.5, 61) for b in np.linspace(-0.5, 0.5, 11))
assert scan > 1.8 * unit

# ---------- quantum propagation in a disordered potential
n_p, n_m = 320, 64
dx = 2 * np.pi / Q / n_p
gp = 2 * np.pi * np.fft.fftfreq(n_p, dx)[:, None] + np.zeros((1, n_m))
gm = 2 * np.pi * np.fft.fftfreq(n_m, dx)[None, :] + np.zeros((n_p, 1))
gx, gy = (gp + gm) / R2, (gp - gm) / R2
k_abs = np.hypot(gp, gm)
helix_phase = np.exp(1j * Q * dx * np.arange(n_p))[:, None]
V_rms, corr_length, dt, n_steps = 5e-4, 10.0, 0.03, 600
V = ifft2(fft2(rng.normal(size=(n_p, n_m))) * np.exp(-(k_abs * corr_length)**2 / 2)).real
V = (V - V.mean()) * V_rms / V.std()
noise = rng.normal(size=(n_p, n_m)) + 1j * rng.normal(size=(n_p, n_m))
orbital = ifft2(noise * np.exp(-((k_abs - kF) / 0.005)**2 / 2))
orbital /= np.sqrt(np.sum(abs(orbital)**2))
start = np.array([orbital * (up[s] + helix_phase * down[s]) / R2 for s in (0, 1)])


def helix_amplitude(psi):
    on_up = up[0].conj() * psi[0] + up[1].conj() * psi[1]
    on_down = down[0].conj() * psi[0] + down[1].conj() * psi[1]
    return 2 * np.sum(on_down.conj() * helix_phase * on_up)


def propagate(cubic):
    fx, fy = spin_field(gx, gy, alpha, beta1, cubic)
    angle = np.hypot(fx, fy) * dt / HBAR
    kin = np.exp(-1j * H2M * k_abs**2 / 2 * dt / HBAR)
    diag = kin * np.cos(angle)
    off = -1j * kin * np.sinc(angle / np.pi) * dt / HBAR
    u01, u10 = off * (fx - 1j * fy), off * (fx + 1j * fy)
    half = np.exp(-0.5j * V * dt / HBAR)
    full = half**2
    psi = start * half
    for step in range(n_steps):
        f = fft2(psi, axes=(1, 2))
        g = np.empty_like(f)
        g[0] = diag * f[0] + u01 * f[1]
        g[1] = u10 * f[0] + diag * f[1]
        psi = ifft2(g, axes=(1, 2))
        psi *= full if step < n_steps - 1 else half
    assert abs(np.sum(abs(psi)**2) - 1) < 1e-9
    return helix_amplitude(psi)


assert abs(helix_amplitude(start) - 1) < 1e-10
amp_linear, amp_cubic = propagate(0.0), propagate(gamma)
# tolerance: weight scattered to the edge of the finite momentum grid
assert abs(amp_linear - 1) < 1e-4
assert abs(amp_cubic) < 0.99


# ---------- kinetic equation on the Fermi circle, isotropic elastic scattering
def decay_rates(q, al, cubic, t, n=48):
    th = 2 * np.pi * np.arange(n) / n
    px, py = kF * np.cos(th), kF * np.sin(th)
    fx, fy = spin_field(px, py, al, beta1, cubic)
    wx, wy = 2 * fx / HBAR, 2 * fy / HBAR
    L = np.zeros((n, 3, n, 3), complex)
    i = np.arange(n)
    for a in range(3):
        L[:, a, :, a] += 1 / (n * t)
        L[i, a, i, a] += -1 / t - 1j * q * H2M * (px + py) / R2 / HBAR
    L[i, 0, i, 2] += wy
    L[i, 1, i, 2] -= wx
    L[i, 2, i, 0] -= wy
    L[i, 2, i, 1] += wx
    return np.sort(-np.linalg.eigvals(L.reshape(3 * n, 3 * n)).real)


assert abs(decay_rates(Q, alpha, 0.0, tau)[0]) < 1e-10
cases = [("alpha=beta1, original Q", 6, Q, alpha),
         ("alpha=beta1, best q", 4, q_best, alpha),
         ("alpha=beta1-beta3, its q", 3, 4 * (beta1 - beta3) / H2M, beta1 - beta3)]
short = 0.02                                      # ps, motional-narrowing limit
results = []
for name, c, q, al in cases:
    coefficient = decay_rates(q, al, gamma, short)[0] / ((unit / HBAR)**2 * short)
    assert abs(coefficient / c - 1) < 3e-3
    rate = decay_rates(q, al, gamma, tau)[0]
    assert abs(rate / decay_rates(q, al, gamma, tau, 96)[0] - 1) < 1e-6
    leading = c * (unit / HBAR)**2 * tau
    assert abs(rate / leading - 1) < 0.1
    results.append((name, coefficient, 1 / rate, 1 / leading))
uniform_short = decay_rates(0.0, alpha, 0.0, short)[1]
assert abs(uniform_short / (vF**2 * short / 2 * Q**2) - 1) < 3e-3
uniform_life = 1 / decay_rates(0.0, alpha, gamma, tau)[1]

# ---------- sizes of neglected effects
kT = sc.k * temperature / sc.e
E = np.linspace(0, EF + 40 * kT, 20001)
weight = 1 / (4 * kT * np.cosh((E - EF) / (2 * kT))**2)
thermal = np.sum((E / EF)**3 * weight) * (E[1] - E[0]) - 1
confinement = H2M * kz2 / 2
mass_shift = 2 * (confinement + EF) / gap
well_floor = -field * width / 2
depth = barrier - (subbands[0] - well_floor)
wkb = 4 / 3 * np.sqrt(2 / H2M) * depth**1.5 / field
escape = np.pi * HBAR / (subbands[0] - well_floor) * np.exp(wkb)   # ps


def show(label, value, unit_name=""):
    print(f"{label}: {value:.4g} {unit_name}".rstrip())


show("Effective mass (rough input)", mass_ratio, "m_e")
show("Well width", width, "nm")
show("Barrier (rough input)", barrier * 1e3, "meV")
show("Cubic coefficient gamma (rough input)", gamma * 1e3, "eV A^3")
show("Rashba coefficient (rough input)", rashba_coeff, "e nm^2")
show("Density", density, "cm^-2")
show("Mobility", mobility, "cm^2/Vs")
show("Field giving alpha = beta1", field * 10, "MV/cm")
show("Relative shift of field, mesh 0.1 to 0.05 nm", mesh_shift)
show("<kz^2>", kz2, "nm^-2")
show("alpha = beta1", alpha * 1e3, "meV nm")
show("Fermi wavevector", kF, "nm^-1")
show("Fermi energy", EF * 1e3, "meV")
show("Scattering time tau", tau, "ps")
show("Mean free path", vF * tau, "nm")
show("Helix wavevector Q", Q * 1e3, "um^-1")
show("Helix period 2 pi/Q", 2 * np.pi / Q * 1e-3, "um")
show("Q times mean free path", Q * vF * tau)
show("beta3", beta3 * 1e3, "meV nm")
show("beta3/alpha", beta3 / alpha)
show("beta3*kF", unit * 1e6, "ueV")
show("Commutator at Q, no cubic term", zero_defect * 1e6, "ueV")
show("Commutator at Q, cubic term on", defect_Q * 1e6, "ueV")
show("  same in units of beta3*kF", defect_Q / unit)
show("Commutator at best q", opt.fun * 1e6, "ueV")
show("Best q from commutator", opt.x * 1e3, "um^-1")
show("Least commutator in scan of q and M, over beta3*kF", scan / unit)
show("Disorder rms in propagation", V_rms * 1e3, "meV")
show("Propagation time", dt * n_steps, "ps")
show("Deviation of helix amplitude from 1, no cubic", abs(amp_linear - 1))
show("Helix amplitude at end, cubic on (start 1)", abs(amp_cubic))
for name, coefficient, life, leading in results:
    print(f"{name}: coefficient {coefficient:.4f}")
    print(f"  lifetime {life:.4g} ps, leading formula {leading:.4g} ps")
show("Uniform-spin lifetime (normal to helix axis)", uniform_life, "ps")
show("Helix (original Q) over uniform lifetime", results[0][2] / uniform_life)
show("Second subband above first", (subbands[1] - subbands[0]) * 1e3, "meV")
show("Thermal rise of decay rate at 10 K", thermal * 100, "%")
show("kT at 300 K over Fermi energy", sc.k * 300 / sc.e / EF)
show("Nonparabolic mass rise (two-band estimate)", mass_shift * 100, "%")
show("Spin splitting 4 alpha kF over Fermi energy", 4 * alpha * kF / EF)
show("Tunnel escape time (WKB, field kept in barrier)", escape * 1e-3, "ns")
show("Field over rough breakdown field", field * 10 / breakdown)
print("PASS")
```

Printed output:

```
Effective mass (rough input): 0.067 m_e
Well width: 12 nm
Barrier (rough input): 250 meV
Cubic coefficient gamma (rough input): 10 eV A^3
Rashba coefficient (rough input): 0.05 e nm^2
Density: 4e+11 cm^-2
Mobility: 2e+04 cm^2/Vs
Field giving alpha = beta1: 0.07912 MV/cm
Relative shift of field, mesh 0.1 to 0.05 nm: 8.058e-05
<kz^2>: 0.03956 nm^-2
alpha = beta1: 0.3956 meV nm
Fermi wavevector: 0.1585 nm^-1
Fermi energy: 14.29 meV
Scattering time tau: 0.7619 ps
Mean free path: 208.7 nm
Helix wavevector Q: 1.391 um^-1
Helix period 2 pi/Q: 4.516 um
Q times mean free path: 0.2904
beta3: 0.06283 meV nm
beta3/alpha: 0.1588
beta3*kF: 9.961 ueV
Commutator at Q, no cubic term: 6.398e-12 ueV
Commutator at Q, cubic term on: 24.4 ueV
  same in units of beta3*kF: 2.45
Commutator at best q: 19.92 ueV
Best q from commutator: 1.281 um^-1
Least commutator in scan of q and M, over beta3*kF: 2
Disorder rms in propagation: 0.5 meV
Propagation time: 18 ps
Deviation of helix amplitude from 1, no cubic: 2.393e-05
Helix amplitude at end, cubic on (start 1): 0.8456
alpha=beta1, original Q: coefficient 5.9966
  lifetime 959 ps, leading formula 955.2 ps
alpha=beta1, best q: coefficient 3.9963
  lifetime 1440 ps, leading formula 1433 ps
alpha=beta1-beta3, its q: coefficient 2.9989
  lifetime 1929 ps, leading formula 1910 ps
Uniform-spin lifetime (normal to helix axis): 20.66 ps
Helix (original Q) over uniform lifetime: 46.41
Second subband above first: 78.94 meV
Thermal rise of decay rate at 10 K: 3.588 %
kT at 300 K over Fermi energy: 1.809
Nonparabolic mass rise (two-band estimate): 4.905 %
Spin splitting 4 alpha kF over Fermi energy: 0.01755
Tunnel escape time (WKB, field kept in barrier): 1458 ns
Field over rough breakdown field: 0.1978
PASS
```
